# Line and residue terms of the electron-gas G0W0 self-energy

## Definitions and conventions

The system is the unpolarised electron gas with a uniform neutralising background, in Hartree atomic units. Its parameters are the Fermi momentum $k_F$, the density $n=k_F^3/3\pi^2$ and the plasma frequency $\omega_p=\sqrt{4\pi n}$. I write $\varepsilon_p=p^2/2$, $\mu=k_F^2/2$, $v(q)=4\pi/q^2$ and $\int_{\mathbf q}=\int d^3q/(2\pi)^3$. All functions are time-ordered:

$$G_0(p,\omega)=\frac{1}{\omega-\varepsilon_p+i0\,\mathrm{sgn}(\varepsilon_p-\mu)},$$

$$\Sigma(k,\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,e^{i\omega'0^+}\int_{\mathbf q}G_0(|\mathbf k+\mathbf q|,\omega+\omega')\,W(q,\omega').$$

Below, $\mathbf p=\mathbf k+\mathbf q$. The interaction is $W=v/\epsilon=v(1+R)$ with $R=1/\epsilon-1$, and $\epsilon=1-v\chi_0$ is taken in the random-phase approximation (RPA). With $\Delta=\varepsilon_{|\mathbf p+\mathbf q|}-\varepsilon_p=q^2/2+\mathbf p\cdot\mathbf q$,

$$\chi_0(q,z)=2\int_{\mathbf p}\theta(k_F-p)\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right]=2\int_{\mathbf p}\theta(k_F-p)\frac{2\Delta}{z^2-\Delta^2}.$$

Since $\chi_0$ depends on $z^2$, time ordering means $z^2=\omega'^2+i0$.

For a closed form, let $k_Fy$ be the component of $\mathbf p$ along $\mathbf q$. The Fermi sphere has cross-section $\pi k_F^2(1-y^2)$ there. With $\nu_\pm=z/(qk_F)\pm q/(2k_F)$, we have $z-\Delta=qk_F(\nu_--y)$ and $z+\Delta=qk_F(\nu_++y)$. Reversing $y$ in the second term gives

$$\chi_0=\frac{k_F^2}{4\pi^2q}\,[J(\nu_-)-J(\nu_+)],\qquad J(\zeta)=\int_{-1}^1\frac{1-y^2}{\zeta-y}dy=2\zeta+(1-\zeta^2)\ln\frac{\zeta+1}{\zeta-1}.$$

The integral follows from $1-y^2=(1-\zeta^2)+(\zeta-y)(\zeta+y)$. A numerical momentum integral tests this function at one momentum and one imaginary frequency.

## Simple case: one state and one boson

Replace $W$ by a single boson of energy $\Omega>0$,

$$B(\omega')=\frac1{\omega'-\Omega+i0}-\frac1{\omega'+\Omega-i0},$$

and keep one intermediate state $p$. Let $a=\omega-\varepsilon_p$. The integrand $G_0B$ falls off as $|\omega'|^{-3}$, so distant arcs contribute nothing.

**Direct evaluation.** For an empty state the pole of $G_0$ lies below the real axis. Closing above encloses only $\omega'=-\Omega+i0$, where $B$ has residue $-1$. The result is $\frac{i}{2\pi}(2\pi i)(-1)/(a-\Omega)=1/(a-\Omega)$. For an occupied state, closing below encloses $\omega'=\Omega-i0$ and gives $1/(a+\Omega)$.

**Rotated evaluation.** The poles of $B$ lie in the second and fourth quadrants. The real axis can therefore be turned onto the imaginary axis through the first and third quadrants, where only the pole of $G_0$ at $\omega'=-a$ can be met. An occupied state has this pole above the axis, hence in the first quadrant if $a<0$. An empty state has it below the axis, hence in the third quadrant if $a>0$. The closed contour runs anticlockwise in the first quadrant and clockwise in the third, so

$$\int_{-\infty}^{\infty}d\omega'=\int_{-i\infty}^{i\infty}d\omega'+2\pi i\,\mathrm{Res}_{\rm I}-2\pi i\,\mathrm{Res}_{\rm III}.$$

Put $\omega'=iu$. The prefactor becomes $i\cdot i/2\pi=-1/2\pi$. In $1/(a+iu)=(a-iu)/(a^2+u^2)$ the odd part drops out because $B(iu)$ is even. Thus

$$\frac{i}{2\pi}\int d\omega'\,G_0B=-\frac1\pi\int_0^\infty du\,B(iu)\frac{a}{a^2+u^2}+B(|a|)\,[\theta(\omega-\varepsilon_p)-\theta(\mu-\varepsilon_p)].\tag{1}$$

The bracket is $+1$ for an empty state with $\varepsilon_p<\omega$, $-1$ for an occupied state with $\varepsilon_p>\omega$, and zero otherwise. The argument $|a|$ carries $+i0$: an upward shift at positive frequency and a downward shift at negative frequency give the same $z^2$.

**Check.** Here $B(iu)=-2\Omega/(u^2+\Omega^2)$. Partial fractions give $\int_0^\infty du/[(u^2+a^2)(u^2+\Omega^2)]=\pi/[2|a|\Omega(|a|+\Omega)]$, so the line part equals $\mathrm{sgn}(a)/(|a|+\Omega)$. For an empty state with $a>0$, the sum is

$$\frac1{a+\Omega}+\left[\frac1{a-\Omega}-\frac1{a+\Omega}\right]=\frac1{a-\Omega},$$

as required. For an empty state with $a<0$, the line part alone is $-1/(|a|+\Omega)=1/(a-\Omega)$. An occupied state with $a>0$ has the line part $1/(a+\Omega)$. With $a<0$ its sum is $1/(a-\Omega)-[1/(a-\Omega)-1/(a+\Omega)]=1/(a+\Omega)$. All four cases agree with the direct evaluation.

## From one boson to the screened interaction

Equation (1) is linear in $B$. It applies to $vR$ if $R$ is a superposition of bosons, which can be shown from $\chi_0$.

Pairs with both $\mathbf p$ and $\mathbf p+\mathbf q$ occupied cancel, because $\mathbf p\to-(\mathbf p+\mathbf q)$ maps this set onto itself and reverses $\Delta$. The remaining pairs, marked by a prime, have $\Delta>0$:

$$\epsilon=1-2v\int_{\mathbf p}'\frac{2\Delta}{z^2-\Delta^2}.\tag{2}$$

If $z^2$ is not real, every term has an imaginary part of the same sign and $\epsilon\ne0$. If $z^2\le0$, then $\epsilon>1$. So $R$, as a function of $z^2$, is analytic away from the positive real axis, and it decays as $\omega_p^2/z^2$. Cauchy's formula gives

$$R(q,z)=\int_0^\infty d\nu\,b(q,\nu)\frac{2\nu}{z^2-\nu^2},\qquad b(q,\nu)=-\frac1\pi\mathrm{Im}\,R(q,\nu+i0)\ge0.$$

The sign of $b$ follows from $\mathrm{Im}\,\epsilon\ge0$ just above the positive $z^2$ axis. Each $\nu$ is a boson of weight $b$; the plasmon enters as a delta function.

The direct evaluation also gives a real-frequency form for each $\mathbf q$,

$$v(q)\int_0^\infty d\nu\,b(q,\nu)\left[\frac{\theta(\varepsilon_p-\mu)}{\omega-\varepsilon_p-\nu+i0}+\frac{\theta(\mu-\varepsilon_p)}{\omega-\varepsilon_p+\nu-i0}\right],\tag{3}$$

which serves below as an independent reference.

**Limit of instantaneous screening.** Let all boson energies be much larger than $|a|=|\omega-\varepsilon_p|$, with the static value $R=R(q,0)=-\int d\nu\,2b/\nu$ held fixed. Then $R$ is constant over the frequencies that matter in (1), and the line part tends to $-\frac12vR\,\mathrm{sgn}(\omega-\varepsilon_p)$. Adding the residue and using $\theta(a)-\frac12\mathrm{sgn}(a)=\frac12$ leaves

$$vR\left[\tfrac12-\theta(\mu-\varepsilon_p)\right].$$

The first term is a Coulomb hole. The second, added to bare exchange $-v\,\theta(\mu-\varepsilon_p)$, gives screened exchange. The dependence on $\omega$ has cancelled between line and residue. The direct evaluation agrees: a boson of weight $b$ gives $b/(a\mp\Omega)\to\mp b/\Omega=\pm\frac12R$ for an empty or an occupied state. The order of limits matters. Equation (1) needs an $R$ that decays at large frequency; a strictly constant $R$, treated like the bare $v$ with the convergence factor, gives only $-vR\,\theta(\mu-\varepsilon_p)$ and no Coulomb hole.

**Continuity.** The same cancellation holds locally for the true $R$. As $a\to0^\pm$, the factor $a/(a^2+u^2)$ acts as $\pm\pi\delta(u)$ on the full $u$ axis, so the line part jumps by $-vR(q,0)$ when $\omega$ rises through $\varepsilon_p$. The bracket in (1) rises by one, and the residue jumps by $+vR(q,0)$. At $r_s=4$ and $q=1.2k_F$, $R(q,0)=-0.6158$ and the numerical line part jumps by $+0.6158\,v$. For $\omega\ne\mu$ neither term alone is a physical self-energy; at $\omega=\mu$ the bracket vanishes for every state and the line term is the whole correlation part.

## The angular integral

At fixed $q$, let $\xi$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $\varepsilon_p=(k^2+q^2+2kq\xi)/2$ and $d\varepsilon_p=kq\,d\xi$. For any function $F$ of $q$ and $\varepsilon_p$, and for $k>0$,

$$\int_{\mathbf q}v(q)F=\int_0^\infty\frac{q^2dq}{4\pi^2}\frac{4\pi}{q^2}\int_{-1}^1d\xi\,F=\frac1{\pi k}\int_0^\infty\frac{dq}{q}\int_{\varepsilon_-}^{\varepsilon_+}d\varepsilon\,F,\qquad \varepsilon_\pm=\frac{(k\pm q)^2}2.\tag{4}$$

**Exchange.** The bare $v$ needs the convergence factor. Closing above gives $\frac{i}{2\pi}(2\pi i)=-1$ for each occupied state. Use $d\varepsilon=p\,dp$ in (4) and do $q$ first, over $|k-p|<q<k+p$:

$$\Sigma_x=-\frac1{\pi k}\int_0^{k_F}p\,dp\,\ln\frac{k+p}{|k-p|}=-\frac{k_F}{\pi}\left[1+\frac{k_F^2-k^2}{2kk_F}\ln\left|\frac{k+k_F}{k-k_F}\right|\right].$$

The antiderivative is $\frac12(p^2-k^2)\ln|(k+p)/(k-p)|+kp$, which vanishes at $p=0$.

**Line term.** Here $R(q,iu)$ does not depend on the angle. Because $\partial_\varepsilon\ln[(\omega-\varepsilon)^2+u^2]=-2(\omega-\varepsilon)/[(\omega-\varepsilon)^2+u^2]$,

$$\int_{\varepsilon_-}^{\varepsilon_+}d\varepsilon\,\frac{\omega-\varepsilon}{(\omega-\varepsilon)^2+u^2}=\frac12L,\qquad L=\ln\frac{(\omega-\varepsilon_-)^2+u^2}{(\omega-\varepsilon_+)^2+u^2}.$$

The prefactors $-1/\pi$, $1/(\pi k)$ and $1/2$ combine to

$$\boxed{\Sigma_{\rm line}(k,\omega)=-\frac1{2\pi^2k}\int_0^\infty\frac{dq}{q}\int_0^\infty du\,R(q,iu)\,L(q,u;k,\omega)}\tag{5}$$

**Residue term.** Now $R(q,|\varepsilon_p-\omega|)$ depends on the angle through $\varepsilon_p$, so it cannot be taken outside the angular integral and the logarithm of the line term does not carry over. The angle is instead traded for $p$, which turns the step functions into limits. Let $p_\omega=\sqrt{\max(2\omega,0)}$ and $s=\mathrm{sgn}(\omega-\mu)$. The bracket in (1) equals $s$ for $p$ between $k_F$ and $p_\omega$. Equation (4), with the order exchanged as for exchange, gives

$$\boxed{\Sigma_{\rm res}(k,\omega)=\frac{s}{\pi k}\int_{\min(k_F,p_\omega)}^{\max(k_F,p_\omega)}p\,dp\int_{|k-p|}^{k+p}\frac{dq}{q}\,R\!\left(q,|\varepsilon_p-\omega|+i0\right)}\tag{6}$$

The self-energy is $\Sigma=\Sigma_x+\Sigma_{\rm line}+\Sigma_{\rm res}$. The line term is real, so the imaginary part comes from (6). Since $\mathrm{Im}\,R\le0$, it is non-negative for $\omega<\mu$ and non-positive for $\omega>\mu$, as time ordering requires.

**Limit $k\to0$.** Expanding the logarithm to first order in $k$,

$$L\to\frac{4kq(\omega-q^2/2)}{(\omega-q^2/2)^2+u^2},\qquad \int_{|k-p|}^{k+p}\frac{dq}{q}R\to\frac{2k}{p}R(p,\cdot).$$

The factors $1/k$ cancel, leaving

$$\Sigma_{\rm line}(0,\omega)=-\frac2{\pi^2}\int_0^\infty dq\int_0^\infty du\,R(q,iu)\frac{\omega-q^2/2}{(\omega-q^2/2)^2+u^2},$$

$$\Sigma_{\rm res}(0,\omega)=\frac{2s}{\pi}\int dp\,R(p,|\varepsilon_p-\omega|+i0),$$

with the same limits on $p$. Setting $\mathbf k=0$ in (1) gives the same formulas, since then $\int_{\mathbf q}v=(2/\pi)\int dq$.

**Test at fixed $q$.** The $q$ integrands of (5) and (6) were compared with (3), using $\omega=k^2/2$ and $r_s=4$. For $k=0.5k_F$, $q=0.3k_F$, the real parts in hartree·bohr are

$$-0.07886+0.40281=0.32395,$$

and (3) gives $0.32395$. At this $q$ the reference includes a plasmon at 0.22335 hartree. Over six cases, for a hole and a particle, the largest difference relative to (3) is $1.4\times10^{-8}$.

## When the residue integrand has no pole

The frequencies in (6) lie between zero and $|\omega-\mu|$; for $\omega<0$ they start at $|\omega|$ rather than at zero. A real zero of $\epsilon$ in this range would be a plasmon pole. Equation (2) excludes one below $\omega_p$, region by region:

- Above the pair continuum every $\Delta<\nu$, so $1/(\nu^2-\Delta^2)\ge1/\nu^2$. The sum $2v\int_{\mathbf p}'2\Delta$ may be extended to all occupied $\mathbf p$, because the added pairs cancel. The term $\mathbf p\cdot\mathbf q$ averages to zero, leaving $v\,nq^2=\omega_p^2$. Hence $\epsilon(q,\nu)\le1-\omega_p^2/\nu^2$, which is negative for $\nu<\omega_p$.
- Inside the continuum, at $\nu>0$, allowed pairs make $\mathrm{Im}\,\epsilon>0$.
- Below the continuum, and at $\nu=0$, every denominator in (2) is negative and $\epsilon>1$.

Thus $|\omega-\mu|<\omega_p$ is sufficient for (6) to be free of plasmon poles. Farther from $\mu$ the formula still holds, but a pole may enter. Near it

$$R\simeq\frac{1}{\epsilon'(\omega_{\rm pl})\,(\nu-\omega_{\rm pl}+i0)},$$

where $\epsilon'$ is the frequency derivative. A principal value and a term $-i\pi\delta(\nu-\omega_{\rm pl})/\epsilon'(\omega_{\rm pl})$ are then needed, and ordinary quadrature points across the pole will fail.

## Preparing the two quadratures

**Imaginary frequency.** Set $u=e^t$. The singularities of $R(q,iu)$ and of $L$ lie at imaginary $u$, that is at $\mathrm{Im}\,t=\pm\pi/2$ within the strip that matters. By Poisson summation, the error of a uniform sum with step $h$ consists of Fourier components at multiples of $2\pi/h$. Shifting the $t$ contour by $d<\pi/2$ suppresses them by $e^{-2\pi d/h}$, so convergence in $1/h$ is exponential. The ends can be cut off: $u\,RL$ vanishes as $u\to0$ apart from at most a logarithm, and falls as $u^{-3}$ at large $u$.

**Momentum in the line term.** The difference

$$(\omega-\varepsilon_-)^2-(\omega-\varepsilon_+)^2=2kq(2\omega-k^2-q^2)$$

controls small $q$. Off shell, $L\propto q$ cancels the $1/q$. On shell, $\omega=k^2/2$, it gives $L\simeq-2kq^3/(k^2q^2+u^2)$. The $u$ integral of this is $-\pi q^2$, and $|R(q,iu)|<1$, so the integrand again stays finite. At $u=0$ the logarithm is singular where $\varepsilon_\pm=\omega$, at $q=|k-p_\omega|$ and $q=k+p_\omega$. I break the $q$ range there and at $2k_F$, with Gauss points clustered towards the breaks.

**Momenta in the residue.** The variable $\ln q$ absorbs $dq/q$. When $p\to k$ the lower limit of $q$ goes to zero and the inner integral can grow as $\ln|p-k|$. This is integrable, and a break at $p=k$ handles it. Further breaks in $q$, for each frequency $\nu=|\varepsilon_p-\omega|$, sit at the edges of the pair continuum, $q=\sqrt{k_F^2+2\nu}\mp k_F$, and, when $2\nu<k_F^2$, at $q=k_F\pm\sqrt{k_F^2-2\nu}$. These last points, where $\nu=k_Fq-q^2/2$, lie inside the continuum, and the slope of $\mathrm{Im}\,\epsilon$ changes there.

For $k=0.5k_F$ and $\omega=k^2/2$, the real part of line plus residue is 0.081115, 0.081072 and 0.081069 hartree with 8, 16 and 32 points per panel. Five decimals are therefore justified as numerics at this momentum; the same 32-point rule is used at $k=1.3k_F$ without a separate convergence study. In a separate test, (6) at $k=0.5k_F$, $\omega=0.64\mu$ gives $0.054710+0.001881i$ hartree, and so does an integral over momentum and angle.

## Limit at the Fermi surface

At $\omega=\mu$ the range of $p$ in (6) closes and the residue vanishes. The line term at $k=k_F$ can then be compared with a total energy.

At coupling $\lambda v$, the density fluctuations per volume are $-\int_{-\infty}^\infty\frac{du}{2\pi}\chi_\lambda(q,iu)$, with $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$ in the RPA. Integrating the interaction energy over $\lambda$ and subtracting the $\chi_0$ part, which belongs to exchange, gives the correlation energy per volume

$$e_c=-\frac12\int_{\mathbf q}\int_{-\infty}^\infty\frac{du}{2\pi}\int_0^1d\lambda\,v(\chi_\lambda-\chi_0)=\frac12\int_{\mathbf q}\int_{-\infty}^\infty\frac{du}{2\pi}\,[\ln\epsilon+1-\epsilon].$$

A change $\delta\chi_0$ alters $\epsilon$ by $-v\,\delta\chi_0$, so the bracket changes by $(1/\epsilon-1)(-v\,\delta\chi_0)=-vR\,\delta\chi_0$. Adding density $\delta n$ at the Fermi surface gives $\delta\chi_0=-\delta n\,\langle2\Delta/(u^2+\Delta^2)\rangle$, averaged over the direction of $\mathbf k$, with $\Delta=\varepsilon_p-\mu$. Hence

$$\frac{de_c}{dn}=\frac1\pi\int_{\mathbf q}\int_0^\infty du\,vR(q,iu)\frac{\varepsilon_p-\mu}{(\varepsilon_p-\mu)^2+u^2}=\Sigma_{\rm line}(k_F,\mu).$$

At $r_s=4$, numerical differentiation of $e_c$ and equation (5) both give $-0.05347$ hartree. The value printed as mu_c is this derivative $de_c/dn$; the quantity differentiated is the energy per volume $e_c$, not the energy per electron $e_c/n$. This tests the sign, the prefactor and the complete double integral of the line term at the one point $k=k_F$, $\omega=\mu$.

## Worked example at $r_s=4$

The density parameter $r_s$ is the radius, in bohr, of the sphere holding one electron. It gives $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$, $\mu=0.11510$ hartree and $\omega_p=0.21651$ hartree. Each self-energy is evaluated at $\omega=k^2/2$. The distances $|\omega-\mu|$ are 0.0863 hartree for the hole and 0.0794 hartree for the particle, both below $\omega_p$. Energies in the table are in hartree.

| $k/k_F$ | $\Sigma_x$ | line | Re residue | Re $\Sigma$ | Im $\Sigma$ |
|---|---|---|---|---|---|
| 0.5 | −0.27856 | −0.09625 | 0.17732 | −0.19749 | 0.00859 |
| 1.0 | −0.15272 | −0.05347 | 0 | −0.20619 | 0 |
| 1.3 | −0.07017 | −0.03861 | −0.10221 | −0.21099 | −0.00404 |

The real totals are −5.37, −5.61 and −5.74 eV. The imaginary parts for the hole and the particle are 0.23 and −0.11 eV.

Exchange alone varies by 0.208 hartree across the three momenta, the total by 0.0135 hartree. Line and exchange rise together with $k$ here, so the residue supplies the compensation. For the hole, each occupied state with $\varepsilon_p>\omega$ contributes $-v$ from exchange and $-vR$ from the residue, together $-v/\epsilon$: the residue screens the exchange with these states. For the particle, empty states between $\mu$ and $\omega$ contribute $+vR$, which is negative in total.

Relative to the Fermi surface, the self-energy shifts the hole by $+0.00870$ hartree. Its depth changes from 0.0863 to 0.0776 hartree, a reduction of 10% relative to the free value. The particle is shifted by $-0.00480$ hartree, and its height drops from 0.0794 to 0.0746 hartree, or 6%. These are first-order estimates at the free-particle energy; the quasiparticle equation has not been solved. Linearising that equation multiplies each shift by $Z=[1-\partial_\omega\mathrm{Re}\,\Sigma]^{-1}$, about 0.6 at these two momenta, so its solution gives reductions well below 10% and 6%. The model also omits vertex corrections and self-consistency, and at $r_s=4$ the RPA is not controlled by a small parameter. The numerical output lists the remaining comparisons.

## Calculated quantities

```
r_s = 4.0 bohr, kF = 0.47979 1/bohr
mu = 0.11510 hartree, plasma frequency = 0.21651 hartree
plasmon energy at q = 0.3 kF: 0.22335 hartree
R(q,0) at q = 1.2 kF: -0.61579
jump of line part there, in units of v: 0.61578
integrand over q at w = k^2/2 (hartree bohr):
 k/kF=0.5 q/kF=0.3: line -0.07886, residue 0.40281+0.00620j
   sum 0.32395+0.00620j, spectral form 0.32395+0.00620j
 k/kF=0.5 q/kF=1.2: line -0.11236, residue 0.08400+0.01244j
   sum -0.02836+0.01244j, spectral form -0.02836+0.01244j
 k/kF=1.3 q/kF=0.3: line -0.02486, residue -0.27887-0.00513j
   sum -0.30373-0.00513j, spectral form -0.30373-0.00513j
 k/kF=1.3 q/kF=1.2: line -0.03506, residue -0.04356-0.00446j
   sum -0.07862-0.00446j, spectral form -0.07862-0.00446j
largest relative difference, six cases: 1.4e-08
residue, k=0.5 kF, w=0.64 mu: 0.054710+0.001881j hartree
same from momentum-angle integral: 0.054710+0.001881j hartree
RPA correlation energy per electron: -0.04681 hartree
its density derivative mu_c: -0.053470 hartree
Sigma_line(kF, mu): -0.053470 hartree
k = 0.5 kF, w = 0.02877 hartree:
  Sigma_x -0.27856, line -0.09625 hartree
  residue: Re 0.17732, Im 0.00859 hartree
  total: Re -0.19749, Im 0.00859 hartree
  total: Re -5.374, Im 0.234 eV
  Re total minus Fermi-surface value: 0.00870 hartree
k = 1.0 kF, w = 0.11510 hartree:
  Sigma_x -0.15272, line -0.05347 hartree
  residue: Re 0.00000, Im 0.00000 hartree
  total: Re -0.20619, Im 0.00000 hartree
  total: Re -5.611, Im 0.000 eV
  Re total minus Fermi-surface value: 0.00000 hartree
k = 1.3 kF, w = 0.19452 hartree:
  Sigma_x -0.07017, line -0.03861 hartree
  residue: Re -0.10221, Im -0.00404 hartree
  total: Re -0.21099, Im -0.00404 hartree
  total: Re -5.741, Im -0.110 eV
  Re total minus Fermi-surface value: -0.00480 hartree
convergence at k = 0.5 kF, w = k^2/2, n points per panel:
  n=8: line+residue Re 0.0811146, Im 0.0085884 hartree
  n=16: line+residue Re 0.0810719, Im 0.0085884 hartree
  n=32: line+residue Re 0.0810690, Im 0.0085884 hartree
```
